Mirror symmetry with spin and flexural spin flips in monolayer MoS2

Q: A flexural phonon moves atoms out of the plane. In MoS2 the conduction band at K is built from orbitals even under z → −z, and an out-of-plane displacement is odd. An odd perturbation between two even states gives zero. Surely first-order coupling is forbidden, spin or no spin?

A: That argument uses the mirror as it acts on orbitals, P, with P² = 1. Once spin-orbit coupling is present, P is no longer a symmetry. A mirror is an inversion times a rotation by π about z. Inversion leaves spin alone and the rotation does not, so the full operation is

M = P ⊗ exp(−iπσz/2) = P ⊗ (−iσz), M² = −1.

The last form follows from exp(−iασz) = cos α − iσz sin α at α = π/2. I assume a free-standing sheet with its mirror plane at z = 0 and no perpendicular field.

Q: Why does spin-orbit coupling respect M but not P?

A: Take the atomic form λL·S, with L and S in units of ħ. Angular momentum is an axial vector: the mirror keeps its z component and reverses x and y. P alone reverses Lx and Ly but not Sx and Sy, so LxSx and LySy change sign. Under M both factors reverse and the products survive. The in-plane wave vector k is untouched by the mirror, so M commutes with H(k) at every k.

A state of orbital parity p = ±1 and spin s = ±1 has M eigenvalue m = −ips. Coupling mixes even-up with odd-down, both having m = −i, and even-down with odd-up, both having m = +i. "Spin up in the even band" therefore means the state of sector −i that grows out of the even-up state.

Q: And the phonon?

A: Let the height be h(r) = h_q exp(iq·r), and let the atoms follow the local tilt, so the displacement is u = (−z∇h, h). Reflection carries the in-plane part from height −z to z and reverses the vertical part:

(−z∇h, h) → (+z∇h, −h) = −u.

The reflected crystal is the crystal with h replaced by −h. Write V_q for the first-order change of H per unit h_q. Then MV_qM⁻¹ = −V_q. Between eigenstates of M,

⟨f|V_q|i⟩ = ⟨f|M†(MV_qM⁻¹)M|i⟩ = −m_f* m_i ⟨f|V_q|i⟩,

so (1 + m_f* m_i)⟨f|V_q|i⟩ = 0. Since m_f* m_i = (ip_f s_f)(−ip_i s_i) = p_f p_i s_f s_i, a nonzero element needs

p_f p_i s_f s_i = −1.

Within one orbital band p_f = p_i, hence s_f = −s_i. The flexural wave cannot conserve the spin label, but it may flip it. For an in-plane acoustic wave MVM⁻¹ = +V, the sign is reversed, and spin is conserved.

Q: "May" is weak. The displacement potential contains no spin operator. How can it turn a spin?

A: It does not turn it alone. Split the spin-orbit term:

λL·S = λLzSz + ½λ(L₊S₋ + L₋S₊).

Its element from up to down is A = ½λL₊, because ⟨↓|S₋|↑⟩ = 1. L₊ is odd under P, so A takes even orbitals to odd ones. Let e be the even initial orbital state at k, and e′ the even final one at k+q. To first order in λ,

|i⟩ = |e↑⟩ + Σ_o |o↓⟩⟨o|A|e⟩/(E_e − E_o) + even-up terms,

|f⟩ = |e′↓⟩ + Σ_o′ |o′↑⟩⟨o′|A†|e′⟩/(E_e′ − E_o′) + even-down terms.

The last terms come from LzSz. V_q conserves real spin, so at first order they cannot contribute to the flip: even-up has no overlap in spin with the leading part of f, nor even-down with that of i. What remains is

g = Σ_o ⟨e′|V_q|o⟩⟨o|A|e⟩/(E_e − E_o) + Σ_o′ ⟨e′|A|o′⟩⟨o′|V_q|e⟩/(E_e′ − E_o′).

Spin-orbit coupling changes parity and spin together, and the phonon changes parity back. The element is first order in displacement and, for weak coupling, first order in λ. Without λ it vanishes.

Q: I would like to see sizes.

A: Take a model with five d orbitals on Mo and three p orbitals on each S. The hoppings depend on bond direction and length, and the crystal-field axes follow the local normal. The atomic spin-orbit strengths are 0.075 eV on Mo and 0.05 eV on S. They move with the atoms, and no further dependence of spin-orbit coupling on displacement is included. From K, with q = (1.5, 0.8) nm⁻¹, the elements per unit displacement are:

flexural, flip: 0.0655 eV/nm
flexural, spin conserving: 4×10⁻¹⁷ eV/nm
in-plane, spin conserving: 4.52 eV/nm
in-plane, flip: 8×10⁻¹⁸ eV/nm

The second and fourth are zeros to rounding. The sum over odd orbitals gives 0.0630 eV/nm, so full diagonalization lies 4% above it. With spin-orbit coupling reduced a thousandfold, the ratio of diagonalization to sum is 1.00005, as a first-order formula requires.

The spin label is nearly, but not fully, the real spin. The upper conduction branch at K is the spin-down one and has ⟨σz⟩ = −0.992. If w is its spin-up weight, 1 − 2w = 0.992 and w ≈ 0.4%.

Q: Does every pair of states allowed by the mirror couple?

A: No. Time reversal T removes one pair. A real displacement changes H by h_qV_q + h_q*V_−q. Hermiticity gives V_q† = V_−q. T commutes with the real change of H but conjugates h_q, so TV_qT⁻¹ = V_−q = V_q†. For an antiunitary operator ⟨a|b⟩ = ⟨Tb|Ta⟩. Put a = Tψ and b = V_qψ, and use T² = −1:

⟨Tψ|V_qψ⟩ = ⟨TV_qψ|T²ψ⟩ = −⟨V_q†Tψ|ψ⟩ = −⟨Tψ|V_qψ⟩ = 0.

A state at k thus cannot flip into its Kramers partner at −k. For a state near K the computed element is 7×10⁻¹⁶ eV/nm, while a neighbouring final state gives 0.336 eV/nm.

This matters between valleys. Start at the bottom of the upper branch at K. At the same energy in the opposite valley, the upper branch offers just the Kramers partner. The lower branch there has the same spin as the initial state, so the mirror forbids it. If the phonon energy is neglected, the flip from this point must stay within the valley.

Q: Then q is small, and a long flexural wave is locally just a tilted sheet. Tilting a crystal does nothing physical. Does the coupling survive?

A: Work out the tilt first. A rigid rotation by a small angle θ with θ_z = 0 gives u = θ × r, or

u_z = θ_x y − θ_y x, u_x = θ_y z, u_y = −θ_x z.

So θ_x = ∂h/∂y and θ_y = −∂h/∂x, which reproduces u_x = −z ∂h/∂x and u_y = −z ∂h/∂y. For the wave, per unit h_q, θ = (iq_y, −iq_x, 0).

Rotating a bond rotates its hopping matrix t by exp(−iθ·L), so δt = −i[θ·L, t]. The crystal field changes in the same way. The spin-free part of H commutes with S, and the spin-orbit part commutes with J = L + S and is unchanged. Hence

V_q = −i[θ·J, H(k)] + O(q²).

Take i as the upper and f as the lower branch at K, with splitting Δ = E_i − E_f. Then

⟨f|V_q|i⟩ = −i⟨f|θ·J H − H θ·J|i⟩ = −i(E_i − E_f)⟨f|θ·J|i⟩ = −iΔ⟨f|θ·J|i⟩.

For q along x, θ·J = −iqJ_y, so the size is jΔq with j = |⟨f|J_y|i⟩|. The spin axis follows the tilted normal, and a spin prepared along z no longer points along it. A pure spin would have j = ½. The model gives j = 0.40: the small odd admixtures let L_y contribute at first order in λ. At q = 10⁻⁴ nm⁻¹ the computed element divided by jΔq is 1.001.

Q: But scattering from a static wave conserves energy. With E_i = E_f your commutator vanishes.

A: The states that scatter have different wave vectors, and the commutator contains H at one wave vector. With Θ = θ·J, compare

−i[ΘH(k) − H(k+q)Θ] = −i[Θ, H(k)] + i[H(k+q) − H(k)]Θ.

Between states of equal energy the left side does vanish. The rotation term on the right is then balanced by the second term; it is not zero. That second term would be negligible if the change of H with wave vector were small compared with Δ. Here it cannot be, because the electron pays for the spin splitting with kinetic energy:

ħ²q²/2m = Δ,

where m is the mass of the lower branch. The linear coupling survives because Δ keeps q finite.

Q: What about the O(q²) part?

A: It is the response to curvature. At K the threefold axis fixes its form. Write q_± = q_x ± iq_y = q exp(±iφ). The linear term is proportional to one of these, say q₊, which gains exp(2πi/3) under a rotation by 120°. A quadratic term must gain the same factor. q₋² gains exp(−4πi/3) = exp(2πi/3) and is allowed; q² gains nothing and q₊² gains exp(4πi/3), so both are excluded. Therefore

g = αq₊ + βq₋² + O(q³), |α| = jΔ, |β| = c.

The curvature part has the same size cq² in all directions. Subtracting the rotation part from the computed element at q = 0.02 nm⁻¹ leaves 8.96×10⁻⁶ eV/nm, so

c = 8.96×10⁻⁶/(0.02)² = 0.0224 eV nm.

Two tests support the form. Doubling q multiplies the remainder by 4.03, and turning q changes c by less than 2%.

Q: Long flexural waves have huge thermal amplitudes. Does the flip rate diverge?

A: Not from the valley bottom. The bending energy is ½κ∫(∇²h)² d²r = ½κΩΣ_q q⁴|h_q|², where Ω is the sheet area and κ the bending stiffness. The pair q, −q has energy κΩq⁴|h_q|² and two real degrees of freedom, each with ½k_BT. So

⟨|h_q|²⟩ = k_BT/(Ωκq⁴).

Neglect the phonon energy, so that absorption and emission together act like a static wave. The golden rule gives

W = (2π/ħ) Ω∫ d²q/(2π)² |g|²⟨|h_q|²⟩ δ(ħ²q²/2m − Δ).

For a parabolic band ∫q dq δ(ħ²q²/2m − Δ) = m/ħ². The angular integral gives 2π times an average, and the prefactors combine as (2π/ħ)(2π/4π²) = 1/ħ:

W = [mk_BT/(ħ³κ)] ⟨|g|²⟩_φ/q⁴.

From the form of g, |g|² = j²Δ²q² + c²q⁴ plus an interference term that varies as exp(±3iφ) and averages to zero. Inserting 1/q² = ħ²/(2mΔ) in the first part gives

W ≈ j²k_BTΔ/(2κħ) + c²k_BTm/(ħ³κ).

Both terms are finite. In the first the mass cancels: a heavier electron has more final states but a larger q, where the waves are weaker.

Q: Are both terms equally trustworthy?

A: No. For weak spin-orbit coupling Δ and c are each proportional to λ, while q² is proportional to Δ and hence to λ. The second term is then smaller than the first by (cq/jΔ)², of order λ. The linear part of g also interferes with cubic terms I have dropped, and that contributes at the same order. So the first term is the leading law, and the second is an estimate of the correction.

The full answer comes from summing the computed |g|² along the actual constant-energy contour. The ratio of this sum to the first term is 1.004, 1.036 and 1.38 when spin-orbit coupling is multiplied by 0.001, 0.01 and 0.1. The excess grows roughly in proportion to λ, as expected.

Q: And at full strength?

A: The leading law fails there. The model has Δ = 6.87 meV and m = 0.62 electron masses. With k_BT = 25.85 meV at 300 K and κ = 10 eV, the first term is

0.399² × 0.02585 eV × 0.00687 eV/(2 × 10 eV × ħ) = 2.15×10⁹ s⁻¹,

using ħ = 6.58×10⁻¹⁶ eV s. The contour sum gives 1.95×10¹⁰ s⁻¹, nine times as much. The reason shows at the mean wave vector of the transition, 0.336 nm⁻¹:

jΔq = 0.92×10⁻³ eV/nm, cq² = 2.5×10⁻³ eV/nm.

Curvature dominates. Adding its term gives 1.83×10¹⁰ s⁻¹, 6% below the contour sum. For atoms that only follow the local tilt, the mean time for these waves alone to flip a spin out of the upper branch is 1/W = 0.051 ns.

Q: That is one special point of the band. What happens elsewhere?

A: In the upper branch with kinetic energy near k_BT, at 0.65 nm⁻¹ from K, the contour sum averaged over two opposite starting directions is 2.2×10¹⁰ s⁻¹, 14% higher than at the bottom. In the lower branch, electrons less than Δ above the edge have no upper-branch state in their valley at the same energy, so this elastic flip is closed to them.

The time above is therefore not yet a spin relaxation time. That would require averaging over both branches, including return flips and, away from the valley bottom, transfer to the other valley.

Q: Which omissions could change the rate?

A: The phonon energy at the mean q is 0.05 meV, below 1% of Δ and far below k_BT, so the waves can be treated as static and classical there. Collisions with other phonons are a separate limit: at 300 K they can blur the electron energy by 10 meV or more, which exceeds Δ. Spreading the energy condition over a full width at half maximum of 10 to 20 meV also lets in waves with q near zero. There |g|²/q⁴ varies as 1/q², so the harmonic rate grows logarithmically until sheet size, tension or stiffening cuts it off. With waves below a cutoff of 0.01 to 0.1 nm⁻¹ left out, the valley-bottom rate ends up between about 8% higher and 32% lower, depending on the cutoff and on the shape and width of the spread. Thermal ripples stiffen the sheet below roughly 0.11 nm⁻¹, a third of the mean wave vector for flips from the valley bottom. Small-angle flips from higher in the band use smaller wave vectors, down to about 0.11 nm⁻¹ at a kinetic energy near k_BT. That is at the edge of this range, so the stiffening matters more there.

Tension matters more. A tension τ, equal in all directions, adds the energy ½τ∫(∇h)² d²r, which is τ/(κq²) times the bending energy. Estimate τ as modulus times strain, ignoring the Poisson correction. With a two-dimensional modulus of 120 N/m, a strain of 0.1% makes the ratio 0.66 at the mean q. With g held fixed, the squared amplitude and the rate fall by a factor 1/1.66 = 0.60.

Relaxation inside the cell can matter as much as a strain of about 0.2%. I let the atoms follow the local tilt, but bending also pushes the S atoms sideways and vertically against Mo, by an amount proportional to q²h. That is the same order as the curvature term. If S moves so that the Mo–S bonds keep their length, c drops to about 0.012 eV nm and the rate from the valley bottom falls by a factor of about 2.5. Forces that resist changes of bond angle would make the shift, and its effect, different. The relaxed wave is still odd under the mirror, so the selection rule is untouched.

The distance dependence of the hoppings is also uncertain. Reducing all its exponents by a fifth lowers c from 0.0224 to 0.0205 eV nm, and the c² term by about 17%.

Optical phonons are left out altogether, and those odd under the mirror flip spin too. The main one slides the two S layers in opposite directions. With its energy taken as 35 meV, absorbing it at 300 K flips spins from the valley bottom of this model at about 1.7×10¹⁰ s⁻¹ if the crystal-field axes stay fixed, nearly as fast as the flexural waves. If the axes instead tilt with the line joining the two S atoms, the rate is about 0.6×10¹⁰ s⁻¹, so this too is only an order of magnitude.

Q: How quickly does a perpendicular field spoil the mirror rule?

A: Consider an unscreened field of 1 MV/cm, with q along x at the mean value. Raising the sheet by h in a field F shifts every orbital by eFh, and here eF = 0.1 eV/nm. Between states of the same spin and nearby wave vector, the formerly forbidden flexural element is therefore about 0.1 eV/nm, against 3.7×10⁻³ eV/nm for the flip without a field. The two would be equal already near 0.04 MV/cm, so the ban on spin-conserving flexural scattering is fragile. The in-field value printed by the program, 2.1×10⁻⁴ eV/nm, leaves this shift out and counts only the field's distortion of the states. A longitudinal in-plane wave can now flip spin too, with 2.9×10⁻³ eV/nm. That element is comparable to the flexural one, but in-plane thermal amplitudes are much smaller. Weighted by the mean square amplitudes at this q, the in-plane flip has about 0.1% of the flexural weight; with q turned by 60° the share is about 2%. In this free-standing model, flexural flips still dominate over the longitudinal ones at that field. Transverse in-plane waves, which are softer, can also flip spin in the field and are not sized here.

Q: How close is this to real MoS2?

A: The parameters are rough round values in its regime. The lattice constant of 0.316 nm and the bending stiffness near 10 eV are typical. The orbital gap of 1.72 eV at K is reasonable in size, while the mass of 0.62 is somewhat above the usual 0.45 to 0.5. The conduction splitting is large: usual estimates are roughly 3 meV, about half the model's value. The order of the branches differs too. In real MoS2 the lower conduction branch at K is usually found to have the spin of the valence top, and the two branches cross not far from K. In the model it has the opposite spin, and the branches move apart, so flips near such a crossing are not described. Setting the S spin-orbit strength to zero restores the order at K, with a splitting of 3.05 meV, and gives a valley-bottom rate of 1.6×10¹⁰ s⁻¹, so the order of magnitude survives. The S p_z level at −8.2 eV is an effective parameter, not an atomic energy. The model's valence band peaks away from K, about 0.35 eV above its value there, unlike that of the real monolayer, so the model should be used for the conduction valley only. Since c depends on such parameters and on how the S atoms relax, I would trust the rate as no more than an order of magnitude for an unstrained, suspended sheet.

A clamped or supported sheet breaks the free-standing assumption. Clamping that leaves 0.1% strain already removes about 40% of the rate. A substrate also holds the sheet down and breaks the mirror; I have not sized its restoring force, so the 0.051 ns should not be carried over to a supported channel. The selection rule holds as long as the mirror does, whatever the parameters. The numerical output follows below.

Computed values

```
lattice constant, S height: 0.316, 0.156 nm
on-site z2, xz/yz, x2-y2/xy: -1.4, 0.4, -3.0 eV
on-site S px/py, pz: -1.3, -8.2 eV
dd sigma, pi, delta: (-0.9, -0.5, -0.3) eV
pd sigma, pi: (-2.6, -1.4) eV;  pp sigma, pi: (0.7, 0.28) eV
spin-orbit strength Mo, S: 0.075, 0.05 eV
bending stiffness: 10.0 eV; 2D modulus: 120 N/m
temperature: 300 K; kT: 0.02585 eV
orbital gap at K: 1.719 eV
conduction spin splitting at K: 0.00687 eV
upper branch spin label: -1; its <sigma_z>: -0.99166
supercell test, relative error: 6.2e-09
test wave vector at K: (1.5, 0.8) 1/nm
flexural, spin flip up to down: 0.06545 eV/nm
flexural, spin conserving: 3.7e-17 eV/nm
in-plane, spin flip: 7.7e-18 eV/nm
in-plane, spin conserving: 4.5240 eV/nm
flexural flip without spin-orbit: 0.0e+00 eV/nm
first-order sum over odd orbitals: 0.06295 eV/nm
weak spin-orbit diagonalization / sum: 1.000045
flip between Kramers partners: 6.8e-16 eV/nm
flip to a neighbouring state: 0.3357 eV/nm
transverse angular momentum element j: 0.39915 hbar
flip element / (j Delta q) at q = 1e-04 1/nm: 1.00082
small q for curvature test: 0.020 1/nm
full flip element there: 6.3878e-05 eV/nm
rotation part there: 5.4918e-05 eV/nm
remainder there: 8.9609e-06 eV/nm
remainder ratio on doubling q: 4.0283
curvature coupling c: 0.02240 eV nm
c in a turned direction / c: 0.99337
effective mass of final branch: 0.622 electron masses
mean q from valley bottom: 0.3364 1/nm
j Delta q and c q^2 there: 9.227e-04, 2.535e-03 eV/nm
contour / closed rate, spin-orbit x 0.001: 1.0036
contour / closed rate, spin-orbit x 0.01: 1.0360
contour / closed rate, spin-orbit x 0.1: 1.3846
contour / closed rate, full spin-orbit: 9.0679
closed weak-coupling rate, valley bottom: 2.150e+09 1/s
two-term estimate with c: 1.825e+10 1/s
contour flip rate at valley bottom: 1.950e+10 1/s
flip time from contour rate: 0.051 ns
wave number at kinetic energy kT: 0.650 1/nm
contour flip rate at that wave number: 2.219e+10 1/s
neglected phonon energy at mean q: 5.38e-05 eV
tension/bending energy at 0.1% strain: 0.662
thermal-ripple stiffening below q of about: 0.107 1/nm
c with hopping exponents x 0.8: 0.02045 eV nm
lowest even band on Gamma-K outside K, from K: +0.263 eV
unscreened perpendicular field: 1.0 MV/cm
flexural flip at mean q, no field: 3.740e-03 eV/nm
flexural spin-conserving, in field: 2.123e-04 eV/nm
in-plane flip, in field: 2.937e-03 eV/nm
in-plane/flexural thermal flip weight: 9.32e-04
```
